# Coulomb repulsion and exact exchange in a Slater determinant: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test, for a Slater determinant of pure-spin orbitals:
    <sum over pairs of 1/r12> = U + Ex
    U  =  1/2 double integral of n(r) n(r') / |r-r'|
    Ex = -1/2 sum over spin of double integral of |gamma_s(r,r')|^2 / |r-r'|
gamma_s(r,r') = sum over occupied orbitals of spin s of phi(r) conj(phi(r')).
n is the total density. J and K are Coulomb and exchange integrals.
Hartree atomic units are used; lengths are in bohr.
"""
from functools import reduce
from itertools import combinations, permutations, product
from math import factorial

import numpy as np
import sympy as sp
from pyscf import dft, gto, scf
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def permutation_sign(perm):
    inversions = sum(perm[a] > perm[b]
                     for a, b in combinations(range(len(perm)), 2))
    return -1 if inversions % 2 else 1


# ---------- Lattice determinant, expanded over all permutations ----------
rng = np.random.default_rng(7)
SITES, N_UP, N_DOWN = 5, 3, 2
N_EL = N_UP + N_DOWN
position = np.arange(SITES)
repulsion = 1.0 / (1.0 + abs(position[:, None] - position[None, :]))
repulsion_spin = np.tile(repulsion, (2, 2))


def random_orbitals(dimension, count):
    matrix = (rng.normal(size=(dimension, count))
              + 1j * rng.normal(size=(dimension, count)))
    return np.linalg.qr(matrix)[0].T


def determinant_probability(orbitals):
    count = len(orbitals)
    psi = sum(permutation_sign(p)
              * reduce(np.multiply.outer, [orbitals[i] for i in p])
              for p in permutations(range(count)))
    return abs(psi) ** 2 / factorial(count)


def pair_marginal(probability, k, l):
    others = tuple(a for a in range(probability.ndim) if a not in (k, l))
    return probability.sum(axis=others)


def direct_repulsion(probability):
    return sum(np.sum(pair_marginal(probability, k, l) * repulsion_spin)
               for k, l in combinations(range(probability.ndim), 2))


orbitals = np.zeros((N_EL, 2 * SITES), dtype=complex)
orbitals[:N_UP, :SITES] = random_orbitals(SITES, N_UP)
orbitals[N_UP:, SITES:] = random_orbitals(SITES, N_DOWN)
probability = determinant_probability(orbitals)
assert abs(probability.sum() - 1) < 1e-11
lattice_direct = direct_repulsion(probability)

gammas = [orbitals[:N_UP, :SITES].T @ orbitals[:N_UP, :SITES].conj(),
          orbitals[N_UP:, SITES:].T @ orbitals[N_UP:, SITES:].conj()]
spin_density = [np.diag(g).real for g in gammas]
total_density = sum(spin_density)
lattice_u = 0.5 * total_density @ repulsion @ total_density
lattice_ex = -0.5 * sum(np.sum(abs(g) ** 2 * repulsion) for g in gammas)
lattice_plain = -0.5 * sum(np.sum(g ** 2 * repulsion).real for g in gammas)
assert abs(lattice_direct - lattice_u - lattice_ex) < 1e-10
assert abs(lattice_direct - lattice_u - lattice_plain) > 1e-3

# Pair density for every spin combination, vanishing at equal spin and place.
pair_density = N_EL * (N_EL - 1) * pair_marginal(probability, 0, 1)
for s, t in product(range(2), repeat=2):
    block = pair_density[s * SITES:(s + 1) * SITES,
                         t * SITES:(t + 1) * SITES]
    expected = np.outer(spin_density[s], spin_density[t])
    if s == t:
        expected = expected - abs(gammas[s]) ** 2
        assert np.max(abs(np.diag(block))) < 1e-11
    assert np.allclose(block, expected, atol=1e-10)
for g, density in zip(gammas, spin_density):
    assert np.allclose(np.sum(abs(g) ** 2, axis=1), density, atol=1e-11)

# Orbitals that mix spin need the opposite-spin blocks too.
mixed = random_orbitals(2 * SITES, N_EL)
mixed_direct = direct_repulsion(determinant_probability(mixed))
gamma_mixed = mixed.T @ mixed.conj()
density_mixed = np.diag(gamma_mixed).real
mixed_u = 0.5 * density_mixed @ repulsion_spin @ density_mixed
mixed_full = mixed_u - 0.5 * np.sum(abs(gamma_mixed) ** 2 * repulsion_spin)
mixed_same = mixed_u - 0.5 * sum(
    np.sum(abs(gamma_mixed[b, b]) ** 2 * repulsion)
    for b in (slice(0, SITES), slice(SITES, 2 * SITES)))
assert abs(mixed_direct - mixed_full) < 1e-10
assert abs(mixed_direct - mixed_same) > 1e-3

# ---------- Exact radial integrals for hydrogenic orbitals, Z = 1 ----------
r = sp.symbols("r", positive=True)
radial_1s = 2 * sp.exp(-r)
radial_2s = (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)


def radial_coulomb(charge_a, charge_b):
    """Repulsion of two spherical charge distributions, using 1/r_larger."""
    inside = sp.integrate(sp.expand(charge_b * r ** 2), r)
    inside = inside - inside.subs(r, 0)
    outside = -sp.integrate(sp.expand(charge_b * r), r)
    integrand = sp.expand(charge_a * (r * inside + r ** 2 * outside))
    return sp.simplify(sp.integrate(integrand, (r, 0, sp.oo)))


coefficients = {
    "J11": radial_coulomb(radial_1s ** 2, radial_1s ** 2),
    "J12": radial_coulomb(radial_1s ** 2, radial_2s ** 2),
    "J22": radial_coulomb(radial_2s ** 2, radial_2s ** 2),
    "K12": radial_coulomb(radial_1s * radial_2s, radial_1s * radial_2s),
}
Z = 3
J11, J12, J22, K12 = [float(Z * coefficients[name])
                      for name in ("J11", "J12", "J22", "K12")]

# ---------- Direct integration of the three-electron wave function ----------


def legendre(count, low, high):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (low + 0.5 * (high - low) * (nodes + 1),
            0.5 * (high - low) * weights)


cosine, cosine_weight = legendre(60, -1, 1)
for a, b in ((0.7, 1.9), (2.5, 1.0)):
    average = 0.5 * np.sum(
        cosine_weight / np.sqrt(a * a + b * b - 2 * a * b * cosine))
    assert abs(average - 1 / max(a, b)) < 1e-11


def orbital_1s(x):
    return 2 * Z ** 1.5 * np.exp(-Z * x)


def orbital_2s(x):
    return 2 * (Z / 2) ** 1.5 * (1 - Z * x / 2) * np.exp(-Z * x / 2)


radius, radius_weight = legendre(80, 0, 16)
fraction, fraction_weight = legendre(50, 0, 1)
outer = radius[:, None]
inner = outer * fraction[None, :]
# Weight for r_inner < r_outer, with volume factors and 1/r_outer included.
region_weight = (radius_weight[:, None] * fraction_weight[None, :]
                 * outer ** 2 * inner ** 2)

spin_orbitals = [(orbital_1s, 0), (orbital_1s, 1), (orbital_2s, 0)]
coordinates = [inner[:, :, None], outer[:, :, None], radius[None, None, :]]
values = [[f(x) for x in coordinates] for f, _ in spin_orbitals]
psi_squared = np.zeros((len(radius), len(fraction), len(radius)))
for spins in product((0, 1), repeat=3):
    psi = np.zeros_like(psi_squared)
    for p in permutations(range(3)):
        if all(spin_orbitals[p[k]][1] == spins[k] for k in range(3)):
            psi += (permutation_sign(p) * values[p[0]][0]
                    * values[p[1]][1] * values[p[2]][2])
    psi_squared += psi ** 2 / 6
reduced = psi_squared @ (radius_weight * radius ** 2)
# Three equal pairs, and two equal regions for each pair.
li_direct = 6 * np.sum(region_weight * reduced)
li_norm = 2 * np.sum(region_weight * outer * reduced)
assert abs(li_norm - 1) < 1e-9

gamma_up = (orbital_1s(inner) * orbital_1s(outer)
            + orbital_2s(inner) * orbital_2s(outer))
gamma_down = orbital_1s(inner) * orbital_1s(outer)


def li_density(x):
    return 2 * orbital_1s(x) ** 2 + orbital_2s(x) ** 2


li_ex_up = -np.sum(region_weight * gamma_up ** 2)
li_ex_down = -np.sum(region_weight * gamma_down ** 2)
li_ex = li_ex_up + li_ex_down
li_u = np.sum(region_weight * li_density(inner) * li_density(outer))
li_orbital_sum = J11 + 2 * J12 - K12
li_self = -0.5 * (2 * J11 + J22)
assert abs(li_direct - li_u - li_ex) < 1e-8
assert abs(li_direct - li_orbital_sum) < 1e-8
assert abs(li_ex_up + 0.5 * (J11 + J22 + 2 * K12)) < 1e-8
assert abs(li_ex_down + 0.5 * J11) < 1e-8
assert abs(li_u - 0.5 * (4 * J11 + 4 * J12 + J22)) < 1e-8
assert abs(li_ex - li_self + K12) < 1e-8

# ---------- Nitrogen atom: spatial grid against analytic integrals ----------
mol = gto.M(atom="N 0 0 0", basis="6-31g", spin=3, verbose=0)
mf = scf.UHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
occupied = [mf.mo_coeff[s][:, mf.mo_occ[s] > 0] for s in range(2)]
density_matrices = [c @ c.T for c in occupied]
eri = mol.intor("int2e")
n_ex_orbital = []
for c in occupied:
    exchange_integrals = np.einsum("pqrs,pi,qj,rj,si->ij",
                                   eri, c, c, c, c, optimize=True)
    n_ex_orbital.append(-0.5 * exchange_integrals.sum())
total_matrix = sum(density_matrices)
n_u = 0.5 * np.einsum("pqrs,pq,rs->", eri, total_matrix, total_matrix,
                      optimize=True)

grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords)
projected = [ao @ d for d in density_matrices]
n_ex_grid = np.zeros(2)
for g, (point, weight) in enumerate(zip(grid.coords, grid.weights)):
    with mol.with_rinv_origin(point):
        inverse_distance = mol.intor("int1e_rinv")
    for s in range(2):
        vector = projected[s][g]
        n_ex_grid[s] -= 0.5 * weight * (vector @ inverse_distance @ vector)
# The tolerance allows for the finite radial grid.
assert np.max(abs(n_ex_grid - np.array(n_ex_orbital))) < 5e-5
one_electron = np.sum(mf.get_hcore() * total_matrix)
n_total = one_electron + n_u + sum(n_ex_orbital)
assert abs(n_total - mf.e_tot) < 1e-7

# ---------- Printed results ----------
print("LATTICE DETERMINANT (model energy units)")
print(f"sites, up electrons, down electrons: {SITES}, {N_UP}, {N_DOWN}")
print(f"repulsion from full wave function: {lattice_direct:.8f}")
print(f"U: {lattice_u:.8f}")
print(f"Ex with modulus squared: {lattice_ex:.8f}")
print(f"U + Ex: {lattice_u + lattice_ex:.8f}")
print(f"U + Ex with plain square (wrong): {lattice_u + lattice_plain:.8f}")
print(f"spin-mixed, full wave function: {mixed_direct:.8f}")
print(f"spin-mixed, all blocks of gamma: {mixed_full:.8f}")
print(f"spin-mixed, same-spin blocks only (wrong): {mixed_same:.8f}")
print("LITHIUM, HYDROGENIC ORBITALS (hartree unless stated)")
print(f"nuclear charge Z: {Z}")
for name, value in coefficients.items():
    print(f"{name}/Z exact: {value}; {name}: {float(Z * value):.6f}")
print(f"repulsion from three-electron wave function: {li_direct:.6f}")
print(f"J11 + 2 J12 - K12: {li_orbital_sum:.6f}")
print(f"J11 + 2 J12, without exchange: {J11 + 2 * J12:.6f}")
print(f"same-spin pair, J12 - K12: {J12 - K12:.6f}")
print(f"opposite-spin pairs, J11 + J12: {J11 + J12:.6f}")
print(f"U: {li_u:.6f}")
print(f"Ex spin up: {li_ex_up:.6f}")
print(f"Ex spin down: {li_ex_down:.6f}")
print(f"Ex total: {li_ex:.6f}")
print(f"Ex total in eV: {li_ex * HARTREE_EV:.3f}")
print(f"self-interaction part of Ex: {li_self:.6f}")
print(f"part of Ex between different electrons: {-K12:.6f}")
print(f"U + Ex: {li_u + li_ex:.6f}")
print(f"U + Ex in eV: {(li_u + li_ex) * HARTREE_EV:.3f}")
print("NITROGEN ATOM, UHF/6-31G, QUARTET (hartree)")
print(f"number of grid points: {len(grid.weights)}")
print(f"Ex up, double integral on grid: {n_ex_grid[0]:.5f}")
print(f"Ex up, sum of exchange integrals: {n_ex_orbital[0]:.5f}")
print(f"Ex down, double integral on grid: {n_ex_grid[1]:.5f}")
print(f"Ex down, sum of exchange integrals: {n_ex_orbital[1]:.5f}")
print(f"Ex total, sum of exchange integrals: {sum(n_ex_orbital):.5f}")
print(f"U: {n_u:.5f}")
print(f"U + Ex: {n_u + sum(n_ex_orbital):.5f}")
print(f"one-electron energy: {one_electron:.5f}")
print(f"total energy: {mf.e_tot:.5f}")
print("done: every assertion held")
```

Output:

```
LATTICE DETERMINANT (model energy units)
sites, up electrons, down electrons: 5, 3, 2
repulsion from full wave function: 4.58297075
U: 6.46190017
Ex with modulus squared: -1.87892942
U + Ex: 4.58297075
U + Ex with plain square (wrong): 4.89602606
spin-mixed, full wave function: 4.26436501
spin-mixed, all blocks of gamma: 4.26436501
spin-mixed, same-spin blocks only (wrong): 4.61426705
LITHIUM, HYDROGENIC ORBITALS (hartree unless stated)
nuclear charge Z: 3
J11/Z exact: 5/8; J11: 1.875000
J12/Z exact: 17/81; J12: 0.629630
J22/Z exact: 77/512; J22: 0.451172
K12/Z exact: 16/729; K12: 0.065844
repulsion from three-electron wave function: 3.068416
J11 + 2 J12 - K12: 3.068416
J11 + 2 J12, without exchange: 3.134259
same-spin pair, J12 - K12: 0.563786
opposite-spin pairs, J11 + J12: 2.504630
U: 5.234845
Ex spin up: -1.228930
Ex spin down: -0.937500
Ex total: -2.166430
Ex total in eV: -58.952
self-interaction part of Ex: -2.100586
part of Ex between different electrons: -0.065844
U + Ex: 3.068416
U + Ex in eV: 83.496
NITROGEN ATOM, UHF/6-31G, QUARTET (hartree)
number of grid points: 13904
Ex up, double integral on grid: -4.15122
Ex up, sum of exchange integrals: -4.15122
Ex down, double integral on grid: -2.45179
Ex down, sum of exchange integrals: -2.45179
Ex total, sum of exchange integrals: -6.60301
U: 26.13905
U + Ex: 19.53604
one-electron energy: -73.92104
total energy: -54.38501
done: every assertion held
```
